# Geometric-mean barrier lowering and drain-induced shift in short-channel transistors

## Definitions and conventions

A symmetric double-gate transistor has an undoped semiconductor film of half thickness $a$ and permittivity $\varepsilon_s$ between two insulators of thickness $t$ and permittivity $\varepsilon_i$. The coordinate $x$ runs from the source face, $x=0$, to the drain face, $x=L$. The coordinate $y$ runs across the film from its centre, and the gates lie at $y=\pm H$ with $H=a+t$.

The device is below threshold, so mobile charge in the channel is neglected. The electrostatic potential $\psi$ then obeys $\nabla\cdot(\varepsilon\nabla\psi)=0$. In a very long channel $\psi$ takes the uniform value $\psi_g$ set by the gates, work-function difference included. The short-channel part is

$$u(x,y)=\psi(x,y)-\psi_g,\qquad u(x,\pm H)=0 .$$

The contact faces are equipotentials within the film: $u=V_s$ at the source and $u=V_d=V_s+V_D$ at the drain, where $V_s>0$ and $V_D\ge 0$ is the drain bias. Across the insulator the end potential is taken to fall linearly to zero. The profile of each end face is therefore $V_s\,g(y)$ or $V_d\,g(y)$, with $g=1$ for $|y|\le a$ and $g=(H-|y|)/t$ beyond.

The electron energy is $-q\psi$ plus a constant, so the barrier top along the channel is the minimum of $u$ in $x$. If that minimum is $u_m$, the barrier above the source band edge is $q(V_s-u_m)$. The long-channel barrier is $qV_s$, and $qu_m$ is the barrier lowering. The drain-induced part is its change with $V_D$ at fixed gate voltage, which means fixed $V_s$.

## The common decay length

Look for solutions $f(y)e^{\pm x/\lambda}$. Substitution in the Laplace equation gives

$$(\varepsilon f')'+\frac{\varepsilon f}{\lambda^2}=0 . \tag{1}$$

The potential is even in $y$, so $f=\cos(y/\lambda)$ in the film. In the upper insulator $f$ must vanish at the gate, so $f=B\sin[(H-y)/\lambda]$. Continuity of $f$ and of $\varepsilon f'$ at $y=a$ requires

$$\cos\frac a\lambda=B\sin\frac t\lambda,\qquad \varepsilon_s\sin\frac a\lambda=\varepsilon_iB\cos\frac t\lambda . \tag{2}$$

Dividing the second condition by the first gives

$$\tan\frac a\lambda\,\tan\frac t\lambda=\frac{\varepsilon_i}{\varepsilon_s}. \tag{3}$$

The largest root is the decay length $\lambda$ of the lowest mode. Nothing in (3) refers to a contact. Source and drain tails share one $\lambda$ because they run through the same cross-section.

When $a,t\ll\lambda$, each tangent equals its argument and $\lambda^2\approx\varepsilon_s at/\varepsilon_i$. By (3) this needs $\varepsilon_i\ll\varepsilon_s$.

The weight of this mode in a contact profile is

$$c=\frac{\int_0^H\varepsilon fg\,dy}{\int_0^H\varepsilon f^2dy}. \tag{4}$$

For the numerator, replace $\varepsilon f$ by $-\lambda^2(\varepsilon f')'$ and integrate by parts. The boundary term vanishes because $f'(0)=0$ and $g(H)=0$. Since $g'=-1/t$ in the insulator and zero in the film,

$$\int_0^H\varepsilon fg\,dy=\lambda^2\int_a^H\varepsilon_i f'\left(-\frac1t\right)dy=\frac{\lambda^2\varepsilon_i}{t}\cos\frac a\lambda ,$$

where $f(H)=0$ and $f(a)=\cos(a/\lambda)$ were used. The denominator is

$$\varepsilon_s\left[\frac a2+\frac\lambda2\sin\frac a\lambda\cos\frac a\lambda\right]+\varepsilon_iB^2\left[\frac t2-\frac\lambda2\sin\frac t\lambda\cos\frac t\lambda\right].$$

The product of the two equations in (2) shows that the trigonometric terms cancel. Hence

$$c=\frac{2\lambda^2\varepsilon_i\cos(a/\lambda)}{t\,(\varepsilon_sa+\varepsilon_itB^2)},\qquad B=\frac{\cos(a/\lambda)}{\sin(t/\lambda)}. \tag{5}$$

## First derivation: adding two tails

Expand $u$ in the even modes of (1). Modes of different decay length are orthogonal with weight $\varepsilon$: multiply the equation of each by the other function, subtract, and integrate. The boundary terms vanish, leaving $(\lambda_m^{-2}-\lambda_n^{-2})\int\varepsilon f_mf_n\,dy=0$. Each coefficient is therefore a projection like (4). Higher modes decay faster, and far from both contacts the lowest one remains. On the centre line

$$u(x)=A_se^{-x/\lambda}+A_de^{-(L-x)/\lambda}. \tag{6}$$

With $r=e^{-L/\lambda}$, the end values of this mode are

$$A_s+rA_d=cV_s,\qquad rA_s+A_d=cV_d .$$

Subtracting $r$ times the second equation from the first gives $A_s$, and the reverse operation gives $A_d$:

$$A_s=\frac{c(V_s-rV_d)}{1-r^2},\qquad A_d=\frac{c(V_d-rV_s)}{1-r^2}. \tag{7}$$

Take both amplitudes positive. The derivative of (6) is

$$u'(x)=\frac1\lambda\left[-A_se^{-x/\lambda}+A_de^{-(L-x)/\lambda}\right].$$

It vanishes where the two tails are equal, that is, where $e^{(2x-L)/\lambda}=A_s/A_d$:

$$x_m=\frac L2+\frac\lambda2\ln\frac{A_s}{A_d}. \tag{8}$$

This point lies inside the channel if $|\ln(A_s/A_d)|<L/\lambda$. The product of the tails is $A_sA_de^{-L/\lambda}$ at every $x$, because the exponents add to $-L/\lambda$. Two equal positive numbers with this product are each its square root, so

$$\boxed{u_m=2\sqrt{A_sA_d}\;e^{-L/2\lambda}} \tag{9}$$

Since $u''=u/\lambda^2>0$, the point is a minimum of $u$ and a maximum of electron energy along $x$. Across the film $u$ varies as $\cos(y/\lambda)$ and is largest at the centre, where the electron energy is lowest. The barrier top is thus a saddle, and the easiest path follows the centre line.

Equation (9) is exact for the two-tail form (6). To express it in voltages, suppose $rV_d/V_s\ll1$. Then (7) reduces to $A_s\approx cV_s$ and $A_d\approx cV_d$, and

$$u_m\approx2c\,e^{-L/2\lambda}\sqrt{V_sV_d}. \tag{10}$$

At zero drain bias the square root is $V_s$. Subtracting that case gives the drain-induced drop of the barrier top, $q\Delta$, with

$$\boxed{\Delta\approx2c\,e^{-L/2\lambda}\left[\sqrt{V_s(V_s+V_D)}-V_s\right]} \tag{11}$$

By (8) the top starts at $L/2$ and moves toward the source by

$$\delta x\approx\frac\lambda2\ln\left(1+\frac{V_D}{V_s}\right). \tag{12}$$

The total lowering follows a geometric mean. The drain-induced part is a difference of two such means and is not itself proportional to one.

## Second derivation: starting from the barrier top

This route uses neither a mode series nor separate tails. Define a weighted average of the potential over the cross-section,

$$U(x)=\frac{\int_0^H\varepsilon fu\,dy}{\int_0^H\varepsilon f^2dy},$$

with $f$ the lowest solution of (1). Multiply the Laplace equation, $\varepsilon u_{xx}=-(\varepsilon u_y)_y$, by $f$ and integrate by parts twice:

$$\int_0^H\varepsilon fu_{xx}\,dy=\int_0^H\varepsilon f'u_y\,dy=-\int_0^Hu(\varepsilon f')'dy=\frac1{\lambda^2}\int_0^H\varepsilon fu\,dy .$$

The first boundary term vanishes because $f(H)=0$ and $u_y(x,0)=0$, the second because $u(x,H)=0$ and $f'(0)=0$. The last step is (1). Therefore

$$U''=\frac{U}{\lambda^2},\qquad U(0)=cV_s,\quad U(L)=cV_d, \tag{13}$$

the end values following from the definition (4).

Let $U$ have an interior minimum $u_m$ at $x_m$. The solution of (13) with value $u_m$ and zero slope there is

$$U(x)=u_m\cosh\frac{x-x_m}\lambda . \tag{14}$$

Put $p=x_m/\lambda$ and $s=(L-x_m)/\lambda$, so that $p+s=L/\lambda$. The end conditions become

$$cV_s=u_m\cosh p,\qquad cV_d=u_m\cosh s. \tag{15}$$

If the top is several decay lengths from both contacts, $\cosh p\approx e^p/2$ and $\cosh s\approx e^s/2$. Multiplying the two conditions gives

$$c^2V_sV_d\approx\frac{u_m^2}{4}e^{p+s}=\frac{u_m^2}{4}e^{L/\lambda},$$

which is (10). Dividing the second by the first gives $V_d/V_s\approx e^{s-p}=e^{(L-2x_m)/\lambda}$, which yields the displacement (12). The geometric mean appears because the distances from the top to the two contacts add to the fixed length $L$.

The approximation can be removed. Write $\alpha=\cosh p$, $\beta=\cosh s$ and $C=\cosh(L/\lambda)$. The addition formula is $C-\alpha\beta=\sinh p\sinh s$. Squaring it,

$$C^2-2C\alpha\beta+\alpha^2\beta^2=(\alpha^2-1)(\beta^2-1),$$

so $C^2-1=2C\alpha\beta-\alpha^2-\beta^2$. Inserting $\alpha=cV_s/u_m$ and $\beta=cV_d/u_m$ gives

$$u_m=\frac{c\sqrt{2V_sV_d\cosh(L/\lambda)-V_s^2-V_d^2}}{\sinh(L/\lambda)}. \tag{16}$$

Putting (7) into (9) gives the same expression, so the two derivations agree beyond leading order.

Equation (15) also shows when the result fails. As $V_d/V_s=\cosh s/\cosh p$ grows, $x_m$ moves toward the source and reaches it at $V_d/V_s=\cosh(L/\lambda)$. Beyond that ratio this mode has no interior barrier top. Close to the limit the top is near a contact, where the higher modes also matter. For the dimensions of the worked example below, the limit is 206 in this mode, but the full solution loses its centre-line top at a ratio of about 140.

## Small and large drain bias

For $V_D\ll V_s$, use $\sqrt{1+z}\approx1+z/2-z^2/8$ with $z=V_D/V_s$ in (11):

$$\Delta\approx c\,e^{-L/2\lambda}V_D\left(1-\frac{V_D}{4V_s}\right).$$

The response starts linearly and then weakens. At any bias within the range of (10), its derivative is

$$\frac{du_m}{dV_D}\approx c\,e^{-L/2\lambda}\sqrt{\frac{V_s}{V_d}}=c\,e^{-(L-x_m)/\lambda}, \tag{17}$$

where the last form uses (8). The slope is the drain tail per volt at the barrier top. It falls with bias because the top retreats from the drain. For $V_D\gg V_s$, with $rV_D/V_s$ still small, $\Delta$ grows as $\sqrt{V_sV_D}$.

## What each derivation assumes

As written above, both derivations use a linear Laplace equation, one cross-section along the channel and known contact potentials. The last of these can be relaxed in the first derivation. They differ in what they need besides.

The first needs the two-tail form (6) only around the barrier top. The amplitudes may come from any contact model, so (9) can survive when the ideal contact values (7) do not. It also shows what happens if the decay lengths differ. Consider the model sum $A_se^{-x/\lambda_s}+A_de^{-(L-x)/\lambda_d}$. At its minimum

$$\frac{A_s}{\lambda_s}e^{-x_m/\lambda_s}=\frac{A_d}{\lambda_d}e^{-(L-x_m)/\lambda_d}\equiv\sigma,\qquad u_m=(\lambda_s+\lambda_d)\sigma .$$

Taking logarithms, $\lambda_s\ln[A_s/(\lambda_s\sigma)]=x_m$ and $\lambda_d\ln[A_d/(\lambda_d\sigma)]=L-x_m$. Adding these removes $x_m$ and gives

$$u_m\propto A_s^{\lambda_s/(\lambda_s+\lambda_d)}A_d^{\lambda_d/(\lambda_s+\lambda_d)} .$$

Both exponents are one half when the lengths are equal. For 3 nm and 5 nm, direct minimization gives 0.375 and 0.625, as this law requires.

The second derivation needs (13) over the whole channel, including the regions beside the contacts. In return it gives (16) directly and needs no complete set of modes. Its $U$ is an average, however. Identifying $U$ with the centre-line potential still requires the higher modes to have died out at the barrier top.

## A worked example

Take $L=25$ nm, a film of 6 nm ($a=3$ nm), $t=1.5$ nm, relative permittivities 12 and 4, $V_s=0.5$ V, $V_D=0.6$ V and 300 K. These are round values in the rough regime of a silicon fin transistor.

Equation (3) gives $\lambda=4.151$ nm. As a check, $\tan(0.7227)\tan(0.3614)=0.882\times0.378=0.333$. The thin-layer estimate would be $\sqrt{3\times3\times1.5}=3.67$ nm. That is 11% below the root, but it would make $e^{-L/2\lambda}$ about one third too small, so the full equation is needed here.

In (5), $\cos(a/\lambda)=0.750$ and $B^2=4.50$, so

$$c=\frac{2(4.151)^2(4)(0.750)}{1.5\,(36+27)}=1.094 .$$

With $r=0.00242$, equation (7) gives $A_s=0.544$ V and $A_d=1.202$ V, whose geometric mean is 0.809 V. Then

$$u_m=2(0.809)(0.04922)=0.0796\ \text{V}.$$

At zero drain bias the lowering is 53.7 meV. The drain therefore lowers the top by 25.9 meV, from 446 to 420 meV above the source band edge. The leading formula (11) gives

$$\Delta=2(1.094)(0.04922)(0.7416-0.5)=0.0260\ \text{V}.$$

The top moves by $\tfrac12(4.151)\ln2.2=1.64$ nm, from 12.5 to about 10.9 nm from the source. The average response is 43 mV/V, while the local slope at the final bias is 36 mV/V, which shows the sublinearity. If the current injected from the source follows the Boltzmann factor of the barrier, it rises by $e^{25.9/25.85}=2.7$ at fixed gate voltage.

A two-dimensional solution of the Laplace problem on a 0.1 nm grid, made without modes, gives the same 25.9 meV and a displacement that agrees with the one above to about 0.01 nm. In that solution, end values were also chosen to produce amplitudes in the ratios 0.6:0.6, 0.3:1.2 and 0.2:1.8, all with equal product. The three lowerings agreed within 0.01%. The next even mode has a decay length of 0.955 nm, so at the top its source tail carries a factor $e^{-10.86/0.955}\approx10^{-5}$. This is why one mode suffices.

## Reading the numbers beside a real device

Real contacts have finite doping, so they are not equipotential up to the channel edge. This was sized with a one-dimensional Poisson equation: (13) plus electron charge in the channel, and doped contacts with Fermi statistics outside it. At $2\times10^{20}$ cm$^{-3}$, with $c$ set to one and $V_s$ and $V_D$ unchanged, the amplitudes fall from 0.497 and 1.099 V to 0.417 and 0.957 V. The total lowering falls from 72.8 to 62.2 meV, and the drain-induced part from 23.7 to 21.0 meV, or 11%. The geometric-mean law holds with the reduced amplitudes: $2\sqrt{0.417\times0.957}\times0.04922=0.0622$ V. Finite doping causes most of the fall in the amplitudes, and electrons in the channel beside the source add to it there. Together they change the amplitudes and leave the law intact in this case. Graded junctions and a gate on the top of the fin, both found in real devices, are not included. The assumed linear fall of the end potential across the insulator matters less: any profile there between zero and the full contact value keeps the ideal drain-induced part between about 24.8 and 26.5 meV.

The drain-induced shift can also be expressed as a change of threshold voltage, which is a different quantity. Raising the gate potential by a small $\delta$ lowers both $V_s$ and $V_d$ by $\delta$. By (10), the barrier then falls by $\eta q\delta$, where

$$\eta=1-c\,e^{-L/2\lambda}\left(\sqrt{V_d/V_s}+\sqrt{V_s/V_d}\right)\approx0.88 .$$

Restoring the barrier after the drain is switched on takes about $25.9/0.88\approx29$ mV of gate voltage, or 49 mV per drain volt. Tens of mV/V is a plausible size for a short fin device.

Tunnelling through the top adds current. From (14), $u''=u_m/\lambda^2$ at the top, so the inverted parabola there has $\omega^2=qu_m/(m\lambda^2)$. With a rough transport mass of 0.2 electron masses, $\hbar\omega=42$ meV. Take as known the transmission of a parabolic barrier, $1/(1+e^{-2\pi E/\hbar\omega})$, with $E$ measured from the top. Its thermal average, relative to classical passage over the top, is

$$b\int_{-\infty}^{\infty}\frac{e^{-bz}}{1+e^{-z}}dz=\frac{\pi b}{\sin\pi b},\qquad b=\frac{\hbar\omega}{2\pi kT}<1 .$$

This equals 1.12, equivalent to a further 2.9 meV of total lowering. Without drain bias the factor is already 1.08, or 1.9 meV, so tunnelling adds only about 1 meV to the drain-induced part. The hyperbolic cosine makes the barrier thinner than the parabola away from the top, so the semiclassical form $T=1/(1+e^{2S})$, with $S=\int\kappa\,dx$ taken under the barrier, which is exact for a parabola, gives slightly more, 12.5%. A full wave solution along the centre line gives slightly less, about 11%.

The other effects sized are smaller or cancel. The electron density at the top, $1.6\times10^{14}$ cm$^{-3}$, shifts the potential by about 0.004 mV. The much denser charge beside the contacts matters more, and is already included in the one-dimensional estimate above. Confinement in a film of uniform thickness adds about 12 meV at both source and barrier for a mass of 0.9 electron masses across the film. A lighter mass, as for other crystal directions, gives more, but this part cancels. At the top, however, the electron energy also rises away from the centre line. This lifts the lowest subband there by a further 1.8 meV without drain bias and 2.6 meV with it, so the drain-induced lowering of the subband edge is about 25.1 meV instead of 25.9 meV.

At the drain face the field across the insulator is 7.3 MV/cm. The assumed end profile has a kink at the corner of the film, so the lateral component grows logarithmically there. On the insulator side of the film surface the total is about 8 MV/cm at 0.05 nm from the drain face and about 9.4 MV/cm at 0.01 nm. On the film side, where the normal component is three times smaller, it is about 6 and 7.8 MV/cm. Such distances are below the atomic spacing, so this rise belongs to the sharp-edged model and gives no definite peak field. Even the 7.3 MV/cm is high beside the rough 10 MV/cm breakdown scale of silicon dioxide, and insulator leakage is not modelled. The energy drop from barrier top to drain is 1.02 eV on the centre line and 1.04 eV at the film surface, where the bands lie highest. Both are below the rough silicon gap of 1.1 eV. With these band edges, band-to-band tunnelling between these two points is closed by a small margin. Gap narrowing in the heavily doped drain would reduce that margin, and filled states at the bottom of the drain band would widen it; neither is included. A lower gate voltage raises $V_d$ and can open it.

## Computed values

```
channel length L = 25.0 nm, film = 6.0 nm
insulator = 1.5 nm, permittivities 12 and 4
V_s = 0.50 V, V_D = 0.60 V, V_d = 1.10 V
temperature = 300 K, kT = 25.85 meV
decay length lam = 4.1509 nm (2D grid 4.1513 nm)
second even mode decay length = 0.9549 nm
projection c = 1.0940
exp(-L/lam) = 0.00242, exp(-L/2lam) = 0.04922
tail amplitudes A_s = 0.5441 V, A_d = 1.2020 V
geometric mean of amplitudes = 0.8087 V
lowering, V_D = 0: 53.72 meV (2D grid 53.73 meV)
lowering, V_D on: 79.61 meV (2D grid 79.63 meV)
barrier from source band edge, V_D = 0: 446.3 meV
barrier from source band edge, V_D on: 420.4 meV
drain-induced lowering, closed form: 25.90 meV
drain-induced lowering, simple form: 26.02 meV
drain-induced lowering, 2D grid: 25.90 meV
average lowering per drain volt: 43.2 mV/V
local slope at V_D: 36.3 mV/V (grid 36.0)
top position: 12.500 nm at V_D = 0, 10.855 nm with V_D
move to source: closed 1.645 nm, simple 1.636 nm
move to source, 2D grid: 1.645 nm
thermal current factor exp(shift/kT) = 2.72
equal-product spread of lowering, 2D grid = 0.009 %
largest V_d/V_s with inner top = 206
decay lengths 3, 5 nm: exponents 0.3750, 0.6250
Neglected effects:
contact doping = 2.0e+20 cm^-3
contact Fermi level above band edge = 108 meV
1D tail amplitudes, doped: 0.417 V and 0.957 V
1D tail amplitudes, ideal: 0.497 V and 1.099 V
1D total lowering: ideal 72.8, doped 62.2 meV
1D drain shift: ideal 23.7, doped 21.0 meV
1D move to source: ideal 1.65, doped 1.73 nm
electron density at top = 1.6e+14 cm^-3
potential of that charge = 0.0044 mV
masses: DOS 1.1, transport 0.2, confinement 0.9 m_e
barrier quantum hbar*omega = 42.0 meV
tunnelling current factor = 1.119
equivalent barrier change = 2.9 meV
confinement energy = 11.6 meV
lateral field at drain, film centre = 1.98 MV/cm
insulator field at drain end = 7.33 MV/cm
drop from top to drain = 1.020 eV, rough gap = 1.1 eV
```
